# Why a rotating-analyser ellipsometer is not equally precise for every film

**Comment on the argument that one precision figure serves all films**

The argument under review runs as follows. A rotating-analyser ellipsometer delivers two normalised Fourier coefficients. On the instrument in question each repeats to about 0.001. The ellipsometric angle \(\Delta\) is computed from them by a formula without adjustable constants, and computation adds no noise. Therefore \(\Delta\) repeats to about 0.001 rad, or 0.06°, whatever film is on the stage.

The premises are acceptable, but the conclusion does not follow. A formula without noise of its own can still magnify the noise of its input, and the magnification here depends on the film. The point is settled by asking what the instrument measures.

**What the detector signal contains**

Fields vary as \(e^{+i\omega t}\), refractive indices are written \(n-ik\), and the sample is described by

\[
\rho=\frac{r_p}{r_s}=\tan\psi\,e^{i\Delta}.
\]

The polariser azimuth \(P\), between 0 and 90°, and the analyser azimuth \(A\) are measured from the \(p\) axis. Components are ideal and there is no retarder. The polariser sends in field components \((\cos P,\sin P)\), the sample multiplies them by \(r_p\) and \(r_s\), and the analyser projects the result on its axis. With \(t=\tan P\),

\[
I(A)=|r_p\cos P\cos A+r_s\sin P\sin A|^2=|r_s|^2\cos^2\!P\;|\rho\cos A+t\sin A|^2 .
\]

The last squared modulus is

\[
\tan^2\!\psi\cos^2\!A+t^2\sin^2\!A+2t\tan\psi\cos\Delta\,\sin A\cos A .
\]

The cross term contains the real part of \(\rho\), hence \(\cos\Delta\). Writing the squares and the product in terms of \(2A\), and dividing by the mean, gives \(I\propto1+\alpha\cos2A+\beta\sin2A\) with

\[
\alpha=\frac{\tan^2\!\psi-t^2}{\tan^2\!\psi+t^2},\qquad
\beta=\frac{2t\tan\psi\cos\Delta}{\tan^2\!\psi+t^2}.
\]

To isolate the cosine, define

\[
s\equiv1-\alpha^2=\frac{4t^2\tan^2\!\psi}{(\tan^2\!\psi+t^2)^2},
\qquad c\equiv\cos\Delta=\frac{\beta}{\sqrt{s}} .
\]

The positive root is right because \(t\) and \(\tan\psi\) are positive. The instrument thus measures \(c\). It cannot tell \(\Delta\) from \(-\Delta\), and its reading is folded into 0 to 180°.

**The step that magnifies noise**

Let an error \(\eta\) in \(c\) cause an error \(\epsilon\) in \(\Delta\). To second order,

\[
\eta=\cos(\Delta+\epsilon)-\cos\Delta=-\epsilon\sin\Delta-\tfrac12\epsilon^2\cos\Delta .
\]

Solving for the linear \(\epsilon\), and inserting \(\epsilon\approx-\eta/\sin\Delta\) in the small quadratic term,

\[
\epsilon=-\frac{\eta}{\sin\Delta}-\frac{\cos\Delta}{2\sin^3\!\Delta}\,\eta^2+\dots
\]

For standard deviations the leading term gives

\[
\boxed{\;\sigma_\Delta=\frac{\sigma_c}{|\sin\Delta|}\;},\qquad
\sigma_c\ll\frac{2\sin^2\!\Delta}{|\cos\Delta|} .
\]

The condition makes the second term small beside the first. Geometrically, the cosine curve is flat near 0 and 180°, so a large change of angle hardly alters the measured quantity.

**Does the noise in the cosine compensate?**

The argument could be rescued if \(\sigma_c\) fell in proportion to \(|\sin\Delta|\). That has to be calculated. Take photon-counting noise: \(M\) readings \(n_j\), evenly spaced over a full turn of the analyser with \(M\ge7\) so that the averages below hold exactly, independent and Poisson distributed, with total mean \(N\). Write \(C=\cos2A\), \(S=\sin2A\). The Fourier estimates are

\[
\hat\alpha=\frac{2\sum n_jC_j}{\sum n_j},\qquad \hat\beta=\frac{2\sum n_jS_j}{\sum n_j}.
\]

A small fluctuation \(\delta n_j\) changes numerator and denominator, so that

\[
\delta\alpha=\frac1N\sum_j(2C_j-\alpha)\,\delta n_j,\qquad
\delta\beta=\frac1N\sum_j(2S_j-\beta)\,\delta n_j .
\]

The variance of \(n_j\) equals its mean, \((N/M)(1+\alpha C_j+\beta S_j)\). With angle brackets for the average over a turn,

\[
N\,\mathrm{var}(\alpha)=\langle(1+\alpha C+\beta S)(4C^2-4\alpha C+\alpha^2)\rangle .
\]

Here \(\langle C^2\rangle=\langle S^2\rangle=\tfrac12\), while \(C\), \(S\), \(CS\) and all cubic products average to zero. The 1 in the first bracket contributes \(2+\alpha^2\), and \(\alpha C\) contributes \(-2\alpha^2\). Hence \(N\,\mathrm{var}(\alpha)=2-\alpha^2\), and likewise \(N\,\mathrm{var}(\beta)=2-\beta^2\). For the covariance,

\[
\langle(1+\alpha C+\beta S)(4CS-2\beta C-2\alpha S+\alpha\beta)\rangle
=\alpha\beta-\alpha\beta-\alpha\beta=-\alpha\beta .
\]

Next, \(\partial c/\partial\beta=s^{-1/2}\) and \(\partial c/\partial\alpha=\alpha\beta s^{-3/2}=\alpha c/s\). Using \(\beta=c\sqrt s\),

\[
N\sigma_c^2=\frac{2-c^2s}{s}+\frac{\alpha^2c^2(2-\alpha^2)}{s^2}-\frac{2\alpha^2c^2}{s}.
\]

Since \(\alpha^2=1-s\), the product \(\alpha^2(2-\alpha^2)\) is \((1-s)(1+s)=1-s^2\). The three terms become \(2/s-c^2\), \(c^2/s^2-c^2\) and \(-2c^2/s+2c^2\). Their sum is

\[
N\sigma_c^2=\frac{2\sin^2\!\Delta}{s}+\frac{\cos^2\!\Delta}{s^2},
\qquad
N\sigma_\Delta^2=\frac2s+\frac{\cot^2\!\Delta}{s^2}.
\]

At fixed \(N\) both are smallest for \(s=1\), which means \(\alpha=0\) and \(P=\psi\). Then \(N\sigma_c^2=1+\sin^2\!\Delta\), so \(\sigma_c\) varies by no more than a factor \(\sqrt2\) over all films. The premise of a nearly constant noise in the measured quantity is therefore fair for a matched polariser and equal detected counts, and then the conclusion fails: nothing cancels the \(1/|\sin\Delta|\). With a fixed source and measuring time, \(N\) itself depends on the film, and even the premise no longer holds.

**Five films on one instrument**

Take silicon dioxide on silicon at 633 nm and 70° incidence, with rough indices \(n_1=1.46\) and \(n_2=3.88-0.02i\). Summing the multiple reflections in the film gives, for each polarisation,

\[
r=\frac{r_{01}+r_{12}e^{-i\varphi}}{1+r_{01}r_{12}e^{-i\varphi}},\qquad
\varphi=\frac{4\pi n_1d\cos\theta_1}{\lambda},
\]

where \(d\) is the thickness and \(\theta_1\) the angle in the film. The interface coefficients from medium \(a\) to \(b\) are

\[
r^p_{ab}=\frac{n_b\cos\theta_a-n_a\cos\theta_b}{n_b\cos\theta_a+n_a\cos\theta_b},\qquad
r^s_{ab}=\frac{n_a\cos\theta_a-n_b\cos\theta_b}{n_a\cos\theta_a+n_b\cos\theta_b}.
\]

For bare silicon at 70°, \(r_p\) is nearly real and positive and \(r_s\) nearly real and negative, so \(\Delta\) lies near 180°.

Let every measurement have \(N=10^6\) detected photoelectrons and \(P=\psi\). The last column is the spread of \(\Delta\) in 40 000 simulated measurements, each of 72 Poisson readings put through the full inversion.

| \(d\) (nm) | folded \(\Delta\) (°) | \(1/\lvert\sin\Delta\rvert\) | \(\sigma_\Delta\), law (°) | simulated (°) |
|---:|---:|---:|---:|---:|
| 2 | 173.46 | 8.77 | 0.506 | 0.508 |
| 10 | 151.90 | 2.12 | 0.134 | 0.134 |
| 30 | 115.15 | 1.10 | 0.085 | 0.086 |
| 100 | 79.53 | 1.02 | 0.082 | 0.082 |
| 275 | 157.81 | 2.65 | 0.162 | 0.161 |

For the 2 nm film \(\sigma_c=1.006\times10^{-3}\), and \(8.773\times1.006\times10^{-3}=8.83\times10^{-3}\) rad, or 0.506°. This is six times the figure for the 100 nm film, although the 2 nm film has the smaller \(\sigma_c\) (the other is \(1.402\times10^{-3}\)). The comparison is at equal detected counts. At \(P=\psi\) the detector receives 0.024 of the light leaving the polariser for the 2 nm film and 0.134 for the 100 nm film, so for equal light the ratio grows from 6 to about 15. A 140 nm film passes only 0.0008, and its \(\sigma_c\) at equal light is then about twelve times that of the 100 nm film.

Thin films are not the only unfavourable ones. The reflection repeats when \(\varphi\) grows by \(2\pi\), here every 283 nm. The 275 nm film is 8 nm short of a full period, and its \(\Delta\) is again fairly close to 180°. This row is sensitive to the oxide index: \(n_1=1.457\), \(n_2=3.882-0.019i\) gives 155.3° and \(\sigma_\Delta=0.149^\circ\), while \(n_1=1.465\), \(n_2=3.87-0.016i\) gives 161.9° and 0.193°. For the other films \(\sigma_\Delta\) moves far less (0.506° to 0.514° at 2 nm).

The polariser setting matters too. For the 10 nm film, \(P=45^\circ\) gives \(s=0.152\) and

\[
\sigma_\Delta=10^{-3}\sqrt{\frac{2}{0.152}+\frac{\cot^2(151.9^\circ)}{0.152^2}}\ \text{rad}\approx0.74^\circ,
\]

5.5 times the matched value at equal detected counts. Matching, however, dims the signal: the detector receives 0.027 of the light leaving the polariser at \(P=\psi\), against 0.180 at 45°. For equal light leaving the polariser the ratio is \(5.47\sqrt{0.0274/0.1801}=2.1\). Matching still helps this film, but by less.

**Where the inverse-sine law stops**

The law must not be read as an infinite error at 180°. Put \(\Delta=180^\circ\) and \(P=\psi\), so that \(\sigma_c=1/\sqrt N\). The reading is \(c=-1+\eta\). If \(\eta<0\) no real angle exists; suppose such readings are set to \(-1\). If \(\eta>0\), then \(-\cos\epsilon\approx-1+\epsilon^2/2\) gives \(\epsilon^2=2\eta\). For Gaussian \(\eta\), the positive half contributes \(\sigma_c/\sqrt{2\pi}\) to the mean, so

\[
\epsilon_{\rm rms}=\sqrt{\frac{2\sigma_c}{\sqrt{2\pi}}}\approx0.89\sqrt{\sigma_c}.
\]

With \(\sigma_c=10^{-3}\) this is 1.62°; simulated counts give 1.61°, and half of the readings have \(|c|>1\). The error is finite but scales as the square root of the noise: a hundred times more light reduces it by \(\sqrt{10}\), not by 10. At 179.5° the linear law would predict 6.6°, while the simulated rms error is 1.4°. For the 2 nm film the ratio of second to first term, at \(\eta=\sigma_c\), is \(\sigma_c|\cos\Delta|/(2\sin^2\!\Delta)\approx0.04\), so the law may be used there.

**Is the film or the instrument to blame?**

A reply might be that a 2 nm film simply carries little information. This can be decided by changing the instrument and leaving the film alone. Place an ideal quarter-wave retarder after the sample, its axes along \(p\) and \(s\), delaying \(p\) by 90°. Then \(\rho\to\rho e^{-i\pi/2}\), the measured cosine is \(\cos(\Delta-90^\circ)=\sin\Delta\), and the magnification becomes \(1/|\cos\Delta|\).

At the same \(N\) and with \(P=\psi\), the noise for the 2 nm film falls from 0.506° to 0.081°. For the 100 nm film it rises from 0.082° to 0.320°. The roles are exchanged, so the weakness belongs to the pairing of film and instrument. With a known retardance one should choose it to bring the shifted angle near \(\pm90^\circ\). An error in the retardance passes directly into \(\Delta\).

A second reply would be that better data analysis could help. That is partly correct. Fourier sums weight all readings alike, whereas Poisson readings near the signal minimum are quieter. The Fisher information gives the limit for unbiased estimates. At \(P=\psi\) the normalised signal is \(f=1+cS\). Its derivatives with respect to \(\ln N\), \(\alpha\) and \(\beta\) are \(f\), \(C\) and \(S\). The cross terms of \(\beta\) with the other two, \(\langle S\rangle\) and \(\langle CS/f\rangle\), vanish, the second because \(C\) changes sign under \(2A\to\pi-2A\) and \(S\) does not. Also \(c=\beta\) to first order at \(\alpha=0\). For closely spaced readings the information on \(c\) is therefore

\[
N\left\langle\frac{S^2}{1+cS}\right\rangle
=\frac{N}{c^2}\left\langle cS-1+\frac1{1+cS}\right\rangle
=\frac{N}{c^2}\left(\frac1{|\sin\Delta|}-1\right),
\]

where \(\langle1/(1+cS)\rangle=1/\sqrt{1-c^2}\) was used. Inverting, with \(c^2=(1-|\sin\Delta|)(1+|\sin\Delta|)\),

\[
N\sigma_c^2\ge|\sin\Delta|\,(1+|\sin\Delta|),\qquad
N\sigma_\Delta^2\ge1+\frac1{|\sin\Delta|}.
\]

For the 2 nm film the bound is 0.18°, against 0.51° from Fourier sums. An optimal fit can thus reduce \(\sigma_c\) near the null, but the step from \(c\) to \(\Delta\) still divides by \(|\sin\Delta|\), and the precision still depends on the film. The bound also assumes that there are no stray-light or dark counts, which would add noise near the signal minimum.

**From angle to thickness**

The argument goes on to treat a precise \(\Delta\) as a precise thickness. These differ as well. From \(\Delta\) alone, \(\sigma_d=\sigma_\Delta/|\Delta'|\), the prime meaning \(d/dd\). A joint fit of \(\alpha\) and \(\beta\) also uses \(\psi\). At \(P=\psi\), with \(P\) then held fixed, the two coefficients are uncorrelated, \(\alpha'=2\psi'/\sin2\psi\) and \(\beta'=-\Delta'\sin\Delta\). Adding the squared slopes divided by the variances,

\[
\frac1{\sigma_d^2}=\frac{\Delta'^2}{\sigma_\Delta^2}+\frac{2N\psi'^2}{\sin^2\!2\psi}.
\]

| \(d\) (nm) | \(\Delta'\) (°/nm) | \(\sigma_d\), \(\Delta\) alone (nm) | \(\sigma_d\), joint (nm) |
|---:|---:|---:|---:|
| 2 | −2.852 | 0.177 | 0.159 |
| 10 | −2.477 | 0.054 | 0.047 |
| 30 | −1.297 | 0.066 | 0.049 |
| 100 | 0.052 | 1.56 | 0.073 |
| 275 | −2.618 | 0.062 | 0.054 |

The 100 nm film has the best \(\Delta\) and the worst thickness from \(\Delta\) alone, because \(\Delta\) there hardly changes with thickness. The entry 1.56 nm is only indicative. \(\Delta(d)\) has a minimum at 96.7 nm, just 0.087° below its value at 100 nm, which is about one \(\sigma_\Delta\). Some 14% of readings therefore match no nearby thickness, and 93.3 nm gives the same \(\Delta\) as 100 nm. The entry also ranges from 1.5 to 1.8 nm for the alternative indices quoted above. The joint value rests almost wholly on \(\psi\). The slopes refer to the unfolded \(\Delta\). For the 275 nm film this is −157.81°, so its folded reading rises with thickness. All entries are local precisions: a 7.7 nm film gives the same \(\alpha\) and \(\beta\) as the 275 nm film within a third of a standard deviation, so the branch must be known beforehand. These figures take the indices and the angle of incidence as known.

**Set beside a real instrument**

The count \(N=10^6\) is a chosen round number, and longer averaging lowers the random part. It does not lower systematic errors, which pass through the same inversion. Constant stray light equal to a fraction \(b\) of the mean signal changes \(c\) by about \(-bc\) at \(P=\psi\), and hence \(\Delta\) by \(b\cot\Delta\). For an assumed \(b=0.001\) the full inversion gives −0.48° for the 2 nm film, an apparent thickness change of \(-0.48/(-2.852)\approx0.17\) nm, close to the random error of 0.18 nm from \(\Delta\) alone. For the 100 nm film the shift is 0.01°. A detector response 0.1% low at the mean signal, with the deficit growing as the square of the signal, shifts the thin film by −0.25°; a uniform angular spread of ±0.2° shifts it by about −0.08°. Roughness and interface layers are left out of the model and have not been sized.

**Requested revision**

The single figure for \(\Delta\) should be replaced by the noise in \(\cos\Delta\), quoted with the polariser setting and the detected count, together with \(\sigma_\Delta\) at the \(\Delta\) of each film. Where \(\sigma_c\) is not small beside \(2\sin^2\!\Delta/|\cos\Delta|\), the full distribution of readings should be given instead, or the measurement repeated with a retarder.
